# Quadrupole Hyperfine Shifts of a Symmetric Top and the Nitrogen Triplet: test program

```python
# Result under test: first-order quadrupole shift of a symmetric top,
#   E = eqQ * [3K^2/(J(J+1)) - 1] * Y(J,I,F),   Y = Casimir's function,
# for a nucleus of spin I on the figure axis n, and the J = 1-0 triplet.
# J: rotational angular momentum, K: its component along n, F: total J+I,
# q: field gradient along n, Q: nuclear quadrupole moment, B: rotational
# constant. Energies are divided by h and given in MHz.
# The independent road uses rotor wavefunctions on an angular grid.
import numpy as np
from scipy.linalg import expm, block_diag


def spin_matrices(j):
    """Cartesian angular momentum matrices, m running from j down to -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


# Product grid: exact for all the angular integrals used below
N_THETA, N_PHI = 12, 16
cosines, gauss_weights = np.polynomial.legendre.leggauss(N_THETA)
thetas = np.arccos(cosines)
theta = np.repeat(thetas, N_PHI)
phi = np.tile(2 * np.pi * np.arange(N_PHI) / N_PHI, N_THETA)
weight = np.repeat(gauss_weights, N_PHI) * 2 * np.pi / N_PHI
axis = [np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
        np.cos(theta)]


def rotor_functions(J, K):
    """Symmetric-top functions for all M; the angle about n is integrated."""
    Jy = spin_matrices(J)[1]
    d = np.array([expm(-1j * t * Jy).real[:, J - K] for t in thetas])
    M = J - np.arange(2 * J + 1)
    return (np.sqrt((2 * J + 1) / (4 * np.pi)) * np.repeat(d, N_PHI, axis=0)
            * np.exp(1j * np.outer(phi, M)))


def grid_matrix(psi, function):
    return psi.conj().T @ ((weight * function)[:, None] * psi)


def quadrupole_hamiltonian(psi, I, eqQ):
    """(1/6) sum_ij Q_ij V_ij from the Cartesian definitions."""
    S = spin_matrices(I)
    unit = np.eye(len(S[0]))
    H = 0
    for i in range(3):
        for j in range(3):
            delta = float(i == j)
            V = grid_matrix(psi, (3 * axis[i] * axis[j] - delta) / 2)
            Qij = (1.5 * (S[i] @ S[j] + S[j] @ S[i])
                   - delta * I * (I + 1) * unit) / (I * (2 * I - 1))
            H = H + eqQ * np.kron(V, Qij) / 6
    return H


def total_F_squared(J_ops, I):
    S = spin_matrices(I)
    n_rot, n_spin = len(J_ops[0]), len(S[0])
    total = 0
    for a, s in zip(J_ops, S):
        f = np.kron(a, np.eye(n_spin)) + np.kron(np.eye(n_rot), s)
        total = total + f @ f
    return total


def casimir(J, I, F):
    C = F * (F + 1) - I * (I + 1) - J * (J + 1)
    return ((0.75 * C * (C + 1) - I * (I + 1) * J * (J + 1))
            / (2 * (2 * J - 1) * (2 * J + 3) * I * (2 * I - 1)))


def k_factor(J, K):
    return 3 * K**2 / (J * (J + 1)) - 1


# --- Tests of the projection and of the shift formula -------------------
worst_projection = worst_shift = 0.0
levels_tested = 0
for J in (1, 2, 3):
    X = J * (J + 1)
    L = spin_matrices(J)
    one = np.eye(2 * J + 1)
    for b in range(3):
        sandwich = sum(L[a] @ L[b] @ L[a] for a in range(3))
        assert np.allclose(sandwich, (X - 1) * L[b], atol=1e-11)
    for K in range(-J, J + 1):
        psi = rotor_functions(J, K)
        assert np.allclose(grid_matrix(psi, 1.0), one, atol=1e-11)
        c = 2 * (3 * K**2 - X) / (X * (2 * J - 1) * (2 * J + 3))
        contracted = 0
        for i in range(3):
            for j in range(3):
                delta = float(i == j)
                nn = grid_matrix(psi, axis[i] * axis[j])
                contracted = contracted + L[i] @ nn @ L[j]
                spin_form = c * ((L[i] @ L[j] + L[j] @ L[i]) / 2
                                 - delta * X / 3 * one)
                error = np.abs(nn - delta / 3 * one - spin_form).max()
                worst_projection = max(worst_projection, error)
        # J.n = K, hence sum_ij J_i n_i n_j J_j = K^2
        assert np.allclose(contracted, K**2 * one, atol=1e-10)
        for I in (1, 1.5, 2.5):
            H = quadrupole_hamiltonian(psi, I, 1.0)
            f2, vectors = np.linalg.eigh(total_F_squared(L, I))
            F_labels = np.sqrt(f2 + 0.25) - 0.5
            for F in np.arange(abs(J - I), J + I + 1):
                U = vectors[:, np.abs(F_labels - F) < 1e-6]
                assert U.shape[1] == int(round(2 * F + 1))
                predicted = k_factor(J, K) * casimir(J, I, F)
                # H U = E U: every state of this F has the predicted shift
                error = np.abs(H @ U - predicted * U).max()
                worst_shift = max(worst_shift, error)
                levels_tested += 1
assert worst_projection < 1e-10
assert worst_shift < 1e-10
# No first-order shift for J = 0
ground_block = quadrupole_hamiltonian(rotor_functions(0, 0), 1, 1.0)
assert np.abs(ground_block).max() < 1e-12


# --- J = 1-0 triplet with the mixing of J = 0...3 included --------------
def triplet(B, eqQ, I=1):
    """Line offsets from 2B (MHz) and relative strengths, by F of J = 1."""
    J_list = (0, 1, 2, 3)
    psi = np.hstack([rotor_functions(J, 0) for J in J_list])
    blocks = [spin_matrices(J) for J in J_list]
    J_ops = [block_diag(*[b[a] for b in blocks]) for a in range(3)]
    rotation = np.concatenate([[B * J * (J + 1)] * (2 * J + 1)
                               for J in J_list])
    n_spin = 2 * I + 1
    H = (np.kron(np.diag(rotation), np.eye(n_spin))
         + quadrupole_hamiltonian(psi, I, eqQ))
    energy, states = np.linalg.eigh(H)
    F2 = total_F_squared(J_ops, I)
    dipole = np.kron(grid_matrix(psi, axis[2]), np.eye(n_spin))
    lower = states[:, :n_spin]
    lower_energy = energy[:n_spin].mean()
    offsets, strengths = {}, {}
    for k in range(n_spin, 4 * n_spin):
        v = states[:, k]
        F = int(round(np.sqrt((v.conj() @ F2 @ v).real + 0.25) - 0.5))
        offsets.setdefault(F, []).append(energy[k] - lower_energy - 2 * B)
        strengths[F] = (strengths.get(F, 0.0)
                        + np.sum(np.abs(v.conj() @ dipole @ lower)**2))
    total = sum(strengths.values())
    assert all(len(offsets[F]) == 2 * F + 1 for F in offsets)
    return ({F: np.mean(offsets[F]) for F in offsets},
            {F: strengths[F] / total for F in strengths})


B_MHZ, EQQ_MHZ, I_N = 9000.0, -4.0, 1
full_offset, strength = triplet(B_MHZ, EQQ_MHZ)
wide_offset, _ = triplet(2 * B_MHZ, EQQ_MHZ)
first_order = {F: EQQ_MHZ * k_factor(1, 0) * casimir(1, I_N, F)
               for F in (2, 1, 0)}
residual_hz = {}
for F in (2, 1, 0):
    residual = full_offset[F] - first_order[F]
    residual_wide = wide_offset[F] - first_order[F]
    assert abs(residual) < 1e-4
    # The error of first order must fall as 1/B
    assert abs(residual / residual_wide - 2) < 1e-2
    # Mixing of J changes the strengths by about eqQ/B at most
    assert abs(strength[F] - (2 * F + 1) / 9) < 5e-4
    residual_hz[F] = residual * 1e6
weighted_mean = sum(strength[F] * full_offset[F] for F in (2, 1, 0))
assert abs(weighted_mean) < 5e-4

# --- Printed numbers ----------------------------------------------------
print("levels (J,K,I,F) tested:", levels_tested)
print(f"largest projection error: {worst_projection:.1e}")
print(f"largest shift error: {worst_shift:.1e} eqQ")
print(f"B/h = {B_MHZ:.1f} MHz, eqQ/h = {EQQ_MHZ:.1f} MHz, I = {I_N}")
print(f"line centre 2B/h = {2 * B_MHZ:.1f} MHz")
print(f"K factor, J=1: K=0 {k_factor(1, 0):.2f}, K=1 {k_factor(1, 1):.2f}")
for F in (2, 1, 0):
    Y = casimir(1, I_N, F)
    print(f"F={F}: Casimir function Y = {Y:.4f}")
    print(f"F={F}: shift/eqQ (K=0) = {k_factor(1, 0) * Y:.4f}")
    print(f"F={F}: shift, K=0 = {first_order[F]:.3f} MHz")
    k1_shift = EQQ_MHZ * k_factor(1, 1) * Y
    print(f"F={F}: shift, K=1 = {k1_shift:.3f} MHz")
    print(f"F={F}: line, first order = {2 * B_MHZ + first_order[F]:.3f} MHz")
    print(f"F={F}: line, J mixed = {2 * B_MHZ + full_offset[F]:.6f} MHz")
    print(f"F={F}: mixed minus first order = {residual_hz[F]:.1f} Hz")
    print(f"F={F}: relative strength = {strength[F]:.4f}")
gap_21 = first_order[2] - first_order[1]
gap_02 = first_order[0] - first_order[2]
print(f"spacing, F=2 line minus F=1 line = {gap_21:.3f} MHz")
print(f"spacing, F=0 line minus F=2 line = {gap_02:.3f} MHz")
print(f"ratio of the two spacings = {gap_02 / gap_21:.3f}")
print("tests ok")
```

Printed output:

```
levels (J,K,I,F) tested: 178
largest projection error: 2.0e-15
largest shift error: 5.4e-16 eqQ
B/h = 9000.0 MHz, eqQ/h = -4.0 MHz, I = 1
line centre 2B/h = 18000.0 MHz
K factor, J=1: K=0 -1.00, K=1 0.50
F=2: Casimir function Y = 0.0500
F=2: shift/eqQ (K=0) = -0.0500
F=2: shift, K=0 = 0.200 MHz
F=2: shift, K=1 = -0.100 MHz
F=2: line, first order = 18000.200 MHz
F=2: line, J mixed = 18000.200013 MHz
F=2: mixed minus first order = 13.0 Hz
F=2: relative strength = 0.5556
F=1: Casimir function Y = -0.2500
F=1: shift/eqQ (K=0) = 0.2500
F=1: shift, K=0 = -1.000 MHz
F=1: shift, K=1 = 0.500 MHz
F=1: line, first order = 17999.000 MHz
F=1: line, J mixed = 17999.000037 MHz
F=1: mixed minus first order = 37.0 Hz
F=1: relative strength = 0.3333
F=0: Casimir function Y = 0.5000
F=0: shift/eqQ (K=0) = -0.5000
F=0: shift, K=0 = 2.000 MHz
F=0: shift, K=1 = -1.000 MHz
F=0: line, first order = 18002.000 MHz
F=0: line, J mixed = 18002.000037 MHz
F=0: mixed minus first order = 37.0 Hz
F=0: relative strength = 0.1111
spacing, F=2 line minus F=1 line = 1.200 MHz
spacing, F=0 line minus F=2 line = 1.800 MHz
ratio of the two spacings = 1.500
tests ok
```
